# Negative-Energy Contamination of Correlation Orbitals in Numerical Multiconfiguration Dirac-Fock: a program that tests the result

```python
# Result under test: an MCDF correlation orbital optimized without projectors
# has a negative-energy part in the field of the occupied 1s orbital.
# Model: c1 |1s^2 J=0> + c2 |p1/2^2 J=0>, point nucleus, Coulomb repulsion.
# Atomic units inside; P,Q = large,small radial functions; kappa=-1 (s), +1 (p).
# Y_k = radial multipole potential; K = dipole exchange operator of 1s;
# ratio = c2/c1 (positive by phase choice); "weight" = squared norm of a part.
import numpy as np
from types import SimpleNamespace
from scipy.constants import alpha, physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, solve_banded
from scipy.special import eval_genlaguerre

c = 1 / alpha
EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
SPLIT = -1.5 * c**2          # lies inside the gap between the two continua
PANELS, G = 116, 14
nodes, gauss = np.polynomial.legendre.leggauss(G)
vander = np.polynomial.legendre.legvander(nodes, G)
order = np.arange(G)
integrals = np.empty((G, G))
integrals[:, 0] = nodes + 1
integrals[:, 1:] = (vander[:, 2:] - vander[:, :-2]) / (2 * order[1:] + 1)
CUMULATIVE = integrals @ (vander[:, :G] * (2 * order + 1) / 2).T * gauss


def lowest(matrix, overlap):
    """Lowest eigenpair above the negative continuum."""
    values, vectors = eigh(matrix, overlap)
    i = np.searchsorted(values, SPLIT)
    return values[i], vectors[:, i]


class Ion:
    def __init__(self, Z, size):
        self.Z, self.size = Z, size
        edges = np.linspace(np.log(1e-10), np.log(100.0), PANELS + 1)
        self.half = (edges[1] - edges[0]) / 2
        mid = (edges[1:] + edges[:-1]) / 2
        self.r = np.exp((mid[:, None] + self.half * nodes).ravel()) / Z
        self.w = np.tile(gauss * self.half, PANELS) * self.r
        self.gamma = np.sqrt(1 - (Z / c)**2)
        self.Bs, self.Ss, self.hs = self.basis(-1)
        self.Bp, self.Sp, self.hp = self.basis(1)
        self.bare_s, core = lowest(self.hs, self.Ss)
        self.bare_p = lowest(self.hp, self.Sp)[0]
        for _ in range(40):
            f = core @ self.Bs
            J = self.local(self.Bs, self.Y(0, (f**2).sum(0)))
            core = lowest(self.hs + J, self.Ss)[1]
        self.set_core(core)
        values, vectors = self.field()
        pos = vectors[:, values > SPLIT]
        target = self.r * self.core          # dipole-excited 1s as first guess
        b = sum((self.Bp[k] * self.w) @ target[k] for k in (0, 1))
        self.guess = self.unit(pos @ (pos.T @ b))

    def basis(self, kappa):
        """Laguerre functions; the leading one has the Dirac ratio at r=0."""
        r, lam, n = self.r, 1.3 * self.Z, self.size
        B = np.zeros((2, 2 * n + 1, r.size))
        D = np.zeros((2 * n + 1, r.size))    # derivative of large component
        q0 = c * (self.gamma + kappa) / self.Z
        f = (self.Z * r)**self.gamma * np.exp(-lam * r)
        f /= np.sqrt((self.w * f * f).sum() * (1 + q0**2))
        B[0, 0], B[1, 0], D[0] = f, q0 * f, (self.gamma / r - lam) * f
        s = self.gamma + 1
        envelope = (self.Z * r)**s * np.exp(-lam * r)
        for m in range(n):
            f = envelope * eval_genlaguerre(m, 2 * s, 2 * lam * r)
            df = (s / r - lam) * f
            if m:
                df -= 2 * lam * envelope * eval_genlaguerre(
                    m - 1, 2 * s + 1, 2 * lam * r)
            norm = np.sqrt((self.w * f * f).sum())
            B[0, 1 + m], D[1 + m], B[1, 1 + n + m] = f / norm, df / norm, f / norm
        S = self.local(B, np.ones_like(r))
        T = c * (B[1] * self.w) @ (D + kappa * B[0] / r).T
        h = T + T.T + self.local(B, -self.Z / r)
        h -= 2 * c**2 * (B[1] * self.w) @ B[1].T
        return B, S, h

    def local(self, B, v):
        return sum((B[k] * (self.w * v)) @ B[k].T for k in (0, 1))

    def running(self, f):
        g = (f * self.r).reshape(f.shape[:-1] + (PANELS, G)) * self.half
        total = g @ gauss
        before = np.cumsum(total, axis=-1) - total
        part = (before[..., None] + g @ CUMULATIVE.T).reshape(f.shape)
        return part, total.sum(-1)[..., None]

    def Y(self, k, rho):
        inner = self.running(rho * self.r**k)[0] / self.r**(k + 1)
        part, total = self.running(rho / self.r**(k + 1))
        return inner + self.r**k * (total - part)

    def exchange(self, B, f):
        rho = f[0] * B[0] + f[1] * B[1]
        X = (rho * self.w) @ self.Y(1, rho).T
        return (X + X.T) / 2

    def set_core(self, coef):
        self.core = coef @ self.Bs
        rho = (self.core**2).sum(0)
        self.Ycore = self.Y(0, rho)
        self.E11 = 2 * coef @ self.hs @ coef + (self.w * rho * self.Ycore).sum()
        self.K = self.exchange(self.Bp, self.core)

    def field(self):
        return eigh(self.hp + self.local(self.Bp, self.Ycore), self.Sp)

    def unit(self, coef):
        return coef / np.sqrt(coef @ self.Sp @ coef)

    def energy(self, coef):
        """Correlation energy, c2/c1 and one-electron energy of p."""
        p = coef @ self.Bp
        rho = (p**2).sum(0)
        I = coef @ self.hp @ coef
        F0 = (self.w * rho * self.Y(0, rho)).sum()
        transition = (p * self.core).sum(0)
        g = (self.w * transition * self.Y(1, transition)).sum() / 3
        d = 2 * I + F0 - self.E11
        ec = -2 * g * g / (d + np.sqrt(d * d + 4 * g * g))
        return ec, -ec / g, I

    def fock(self, coef, ratio):
        rho = ((coef @ self.Bp)**2).sum(0)
        return self.hp + self.local(self.Bp, self.Y(0, rho)) - self.K / (3 * ratio)

    def radius(self, f):
        rho = (f**2).sum(0)
        return (self.w * self.r * rho).sum() / (self.w * rho).sum() * ANG


def optimize(ion, space=None, relax=False):
    coef = ion.guess
    for _ in range(60):
        ec, ratio, _one = ion.energy(coef)
        F = ion.fock(coef, ratio)
        if space is None:
            eps, coef = lowest(F, ion.Sp)
        else:
            eps, y = lowest(space.T @ F @ space, np.eye(space.shape[1]))
            coef = space @ y
        if relax:
            Fs = ion.hs + ion.local(ion.Bs, ion.Ycore)
            Fs -= ratio / 3 * ion.exchange(ion.Bs, coef @ ion.Bp)
            ion.set_core(lowest(Fs, ion.Ss)[1])
    new, ratio, I = ion.energy(coef)
    assert abs(new - ec) < 1e-9
    return SimpleNamespace(coef=coef, eps=eps, ec=new, ratio=ratio, I=I,
                           c2sq=ratio**2 / (1 + ratio**2))


def analyse(Z, size):
    ion = Ion(Z, size)
    e, v = ion.field()
    neg = e < SPLIT
    free, proj = optimize(ion), optimize(ion, v[:, ~neg])
    a = v[:, neg].T @ ion.Sp @ free.coef
    shift = free.ec - proj.ec
    estimate = 2 * free.c2sq * (a**2 * (free.eps - e[neg])).sum()
    return SimpleNamespace(ion=ion, e=e, v=v, neg=neg, free=free, proj=proj,
                           a=a, weight=a @ a, shift=shift, estimate=estimate)


def grid_orbital(ion, sol, points=12000):
    """Finite-difference solution of the inhomogeneous radial equation."""
    p = sol.coef @ ion.Bp
    J = ion.Y(0, (p**2).sum(0))
    Y1 = ion.Y(1, (p * ion.core).sum(0)) / (3 * sol.ratio)
    data = np.array([J, Y1 * ion.core[0], Y1 * ion.core[1]]).T
    t = np.linspace(np.log(1e-6 / ion.Z), np.log(30 / ion.Z), points)
    r, step = np.exp(t), t[1] - t[0]
    J, sourceP, sourceQ = CubicSpline(np.log(ion.r), data)(t).T
    U = J - ion.Z / r
    A = np.zeros((points, 2, 2))
    A[:, 0, 0], A[:, 1, 1] = -1, 1
    A[:, 0, 1] = r * (sol.eps + 2 * c**2 - U) / c
    A[:, 1, 0] = r * (U - sol.eps) / c
    source = np.array([r * sourceQ / c, -r * sourceP / c]).T
    left = -np.eye(2) - step / 2 * A[:-1]
    right = np.eye(2) - step / 2 * A[1:]
    band, rhs = np.zeros((5, 2 * points)), np.zeros(2 * points)
    for k in (0, 1):
        for j in (0, 1):
            band[3 + k - j, j:2 * points - 2:2] = left[:, k, j]
            band[1 + k - j, 2 + j::2] = right[:, k, j]
    band[2, 0], band[1, 1] = -c * (ion.gamma + 1) / ion.Z, 1
    band[3, 2 * points - 2] = 1
    rhs[1:-1] = (step / 2 * (source[:-1] + source[1:])).ravel()
    f = solve_banded((2, 2), band, rhs).reshape(points, 2)
    large = f[np.abs(f[:, 0]) > 1e-6 * np.abs(f[:, 0]).max(), 0]
    changes = int((large[1:] * large[:-1] < 0).sum())
    back = CubicSpline(t, f, extrapolate=False)(np.log(ion.r))
    return np.nan_to_num(back).T, changes


# Angular coefficient by explicit spin algebra; six directions average exactly.
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
singlet = np.array([0, 1, -1, 0]) / np.sqrt(2)
directions = np.vstack([np.eye(3), -np.eye(3)])
angular = np.mean([(n1 @ n2) * (singlet @ np.kron(
    np.tensordot(n1, pauli, 1), np.tensordot(n2, pauli, 1)) @ singlet).real
    for n1 in directions for n2 in directions])
assert abs(angular + 1 / 3) < 1e-12

cases = {Z: analyse(Z, 20) for Z in (20, 50, 80)}
for Z, q in cases.items():
    exact_s = c**2 * (q.ion.gamma - 1)
    exact_p = c**2 * (np.sqrt((1 + q.ion.gamma) / 2) - 1)
    assert abs(q.ion.bare_s / exact_s - 1) < 1e-6
    assert abs(q.ion.bare_p / exact_p - 1) < 1e-6
    assert q.weight > 1e-9 and q.shift > 0
assert cases[20].weight < cases[50].weight < cases[80].weight
# Second-order estimate is tested where the admixture is small.
assert abs(cases[20].estimate / cases[20].shift - 1) < 0.1

q = cases[80]
ion, free, neg = q.ion, q.free, q.neg
minus = q.v[:, neg] @ q.a
plus = free.coef - minus
virtual = q.v[:, ~neg][:, 0]

# Fock operator against finite differences of the energy, away from solution.
start = ion.guess
ratio0 = ion.energy(start)[1]
F = ion.fock(start, ratio0)
residual = F @ start - (start @ F @ start) * (ion.Sp @ start)
for direction in (ion.unit(minus), virtual):
    t = 1e-3
    numeric = (ion.energy(ion.unit(start + t * direction))[0]
               - ion.energy(ion.unit(start - t * direction))[0]) / (2 * t)
    formula = 4 * ratio0**2 / (1 + ratio0**2) * direction @ residual
    assert abs(numeric / formula - 1) < 1e-3

total = ion.E11 + free.ec
assert abs(free.eps - (total - free.I)) < 1e-6 * abs(free.eps)

# Which part of the orbital's own field creates the admixture?
gap = free.eps - q.e[neg]
Yp = ion.Y(0, ((free.coef @ ion.Bp)**2).sum(0))
direct = ion.local(ion.Bp, Yp - ion.Ycore)
a_pair = q.v[:, neg].T @ (-ion.K / (3 * free.ratio)) @ free.coef / gap
a_direct = q.v[:, neg].T @ direct @ free.coef / gap
assert np.linalg.norm(a_pair + a_direct - q.a) < 1e-5 * np.linalg.norm(q.a)
assert a_pair @ a_pair > 10 * (a_direct @ a_direct)

# Saddle: maximum along the negative part, rise for a positive admixture.
scan = [ion.energy(ion.unit(plus + x * minus))[0] for x in (0, 1, 2)]
assert scan[0] < scan[1] > scan[2]
for x in (-0.05, 0.05):
    assert ion.energy(ion.unit(free.coef + x * virtual))[0] > free.ec

# The same contamination from a finite-difference radial solution.
grid, changes = grid_orbital(ion, free)
grid_norm = (ion.w * (grid**2).sum(0)).sum()
negative_functions = np.array([q.v[:, neg].T @ ion.Bp[k] for k in (0, 1)])
grid_a = sum((negative_functions[k] * ion.w) @ grid[k] for k in (0, 1))
grid_weight = grid_a @ grid_a / grid_norm
assert abs(grid_norm - 1) < 1e-3
assert abs(grid_weight / q.weight - 1) < 0.01

small = analyse(80, 15)
assert abs(small.weight / q.weight - 1) < 0.01
bare_e, bare_v = eigh(ion.hp, ion.Sp)
bare_a = bare_v[:, bare_e < SPLIT].T @ ion.Sp @ free.coef
core_radius = ion.radius(ion.core)
frozen_E11 = ion.E11

print("Main case: nuclear charge", ion.Z, ", electrons 2")
print(f"angular coupling coefficient: {angular:.6f}")
print(f"Dirac-Fock energy of 1s^2: {frozen_E11*EV:.3f} eV")
print(f"total unprojected energy: {total*EV:.3f} eV")
print(f"one-electron energy of correlation p: {free.I*EV:.2f} eV")
print(f"orbital energy of correlation p: {free.eps*EV:.2f} eV")
print(f"negative continuum edge, -2mc^2: {-2*c**2*EV:.1f} eV")
print(f"c2/c1: {free.ratio:.6e}")
print(f"pair-coupling factor c1/(3 c2): {1/(3*free.ratio):.2f}")
print(f"mean radius of 1s: {core_radius:.6f} angstrom")
print(f"mean radius of correlation p: {ion.radius(free.coef@ion.Bp):.6f} angstrom")
print(f"mean radius of virtual 2p1/2: {ion.radius(virtual@ion.Bp):.6f} angstrom")
print(f"mean radius of negative part: {ion.radius(minus@ion.Bp):.6f} angstrom")
print(f"negative weight, occupied field: {q.weight:.6e}")
print(f"negative weight, bare nuclear field: {bare_a@bare_a:.6e}")
print(f"weight from pair coupling alone: {a_pair@a_pair:.6e}")
print(f"weight from direct-field difference alone: {a_direct@a_direct:.6e}")
print(f"negative weight with smaller basis (15): {small.weight:.6e}")
print(f"finite-difference orbital norm: {grid_norm:.7f}")
print(f"finite-difference negative weight: {grid_weight:.6e}")
print("sign changes of its large component:", changes)
for x, value in zip((0, 1, 2), scan):
    print(f"correlation energy, negative part times {x}: {value*EV:.7f} eV")
for Z, item in cases.items():
    print(f"Z={Z}: negative weight {item.weight:.5e}")
    print(f"Z={Z}: correlation energy, unprojected {item.free.ec*EV:.7f} eV")
    print(f"Z={Z}: correlation energy, projected {item.proj.ec*EV:.7f} eV")
    print(f"Z={Z}: unprojected minus projected {item.shift*EV:.5e} eV")
    print(f"Z={Z}: second-order estimate {item.estimate*EV:.5e} eV")

relaxed = optimize(ion, relax=True)
e, v = ion.field()
a = v[:, e < SPLIT].T @ ion.Sp @ relaxed.coef
assert abs(a @ a / q.weight - 1) < 0.1
print(f"negative weight with 1s also optimized: {a@a:.6e}")
print(f"total energy with 1s also optimized: {(ion.E11+relaxed.ec)*EV:.3f} eV")
print("tests ok")
```

Printed output:

```
Main case: nuclear charge 80 , electrons 2
angular coupling coefficient: -0.333333
Dirac-Fock energy of 1s^2: -190655.129 eV
total unprojected energy: -190655.239 eV
one-electron energy of correlation p: 3765.11 eV
orbital energy of correlation p: -194420.35 eV
negative continuum edge, -2mc^2: -1021997.9 eV
c2/c1: 7.427100e-04
pair-coupling factor c1/(3 c2): 448.81
mean radius of 1s: 0.008727 angstrom
mean radius of correlation p: 0.008845 angstrom
mean radius of virtual 2p1/2: 0.028183 angstrom
mean radius of negative part: 0.005852 angstrom
negative weight, occupied field: 1.692223e-02
negative weight, bare nuclear field: 1.694891e-02
weight from pair coupling alone: 1.692641e-02
weight from direct-field difference alone: 2.712330e-10
negative weight with smaller basis (15): 1.692222e-02
finite-difference orbital norm: 0.9999996
finite-difference negative weight: 1.692224e-02
sign changes of its large component: 0
correlation energy, negative part times 0: -0.1371544 eV
correlation energy, negative part times 1: -0.1101585 eV
correlation energy, negative part times 2: -0.2202217 eV
Z=20: negative weight 1.10689e-05
Z=20: correlation energy, unprojected -0.2052009 eV
Z=20: correlation energy, projected -0.2054746 eV
Z=20: unprojected minus projected 2.73684e-04 eV
Z=20: second-order estimate 2.73328e-04 eV
Z=50: negative weight 1.78927e-03
Z=50: correlation energy, unprojected -0.1706979 eV
Z=50: correlation energy, projected -0.1779131 eV
Z=50: unprojected minus projected 7.21523e-03 eV
Z=50: second-order estimate 6.98514e-03 eV
Z=80: negative weight 1.69222e-02
Z=80: correlation energy, unprojected -0.1101585 eV
Z=80: correlation energy, projected -0.1378146 eV
Z=80: unprojected minus projected 2.76561e-02 eV
Z=80: second-order estimate 2.37493e-02 eV
negative weight with 1s also optimized: 1.692222e-02
total energy with 1s also optimized: -190655.239 eV
tests ok
```
